# Davidson Iteration for Tamm-Dancoff Excitations and Symmetry-Limited Guesses

## Definitions and the matrix

Hartree atomic units are used. The reference is a closed-shell Kohn-Sham determinant with real orbitals $\phi_p$ and orbital energies $\varepsilon_p$. Indices $i,j$ denote occupied and $a,b$ virtual orbitals. There are $o$ occupied orbitals, $v$ virtual orbitals and $n_b=o+v$ basis functions. The exchange-correlation functional is local and adiabatic, with energy density $e(n)$ per unit volume. Spin-orbit coupling is omitted, and the excitations are singlets.

To obtain the eigenvalue problem, let each occupied orbital oscillate weakly:

$$
\phi_i(t)=e^{-i\varepsilon_i t}\Big[\phi_i+\sum_a\big(X_{ia}e^{-i\omega t}+Y_{ia}^*e^{i\omega t}\big)\phi_a\Big].
$$

In the phases, the $i$ multiplying $\varepsilon_i t$ or $\omega t$ is the imaginary unit. Mixing among occupied orbitals by a unitary rotation does not change the density and is left out. Both spins move together, so the part of the first-order density proportional to $e^{-i\omega t}$ is $n_1=2\sum_{ia}(X_{ia}+Y_{ia})\phi_i\phi_a$.

The Tamm-Dancoff approximation sets $Y=0$. The induced potential is then

$$
v_1(\mathbf r)=\int\frac{n_1(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r'+f(\mathbf r)n_1(\mathbf r),
\qquad f=\frac{d^2e}{dn^2},
$$

with $f$ evaluated at the ground-state density. Insert the oscillating orbital into the time-dependent Kohn-Sham equation, project on $\phi_a$, and collect terms in $e^{-i\omega t}$:

$$
(\varepsilon_i+\omega)X_{ia}=\varepsilon_aX_{ia}+\langle i|v_1|a\rangle .
$$

Subtracting $\varepsilon_iX_{ia}$ gives $AX=\omega X$, where $A=\Delta+K$ and

$$
\Delta_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i),
$$

$$
K_{ia,jb}=2(ia|jb)+2\int\phi_i\phi_a\,f\,\phi_j\phi_b\,d\mathbf r .
$$

Here $(ia|jb)$ is the Coulomb repulsion between the products $\phi_i\phi_a$ and $\phi_j\phi_b$. The factor 2 comes from the two spins in $n_1$. Exchanging $ia$ and $jb$ leaves $K$ unchanged, so $A$ is real and symmetric. Its eigenvectors are normalized by $\sum_{ia}X_{ia}^2=1$.

I write $\Delta_{ia}$ for a diagonal entry and call it a gap. A gap is the excitation energy when $K$ is neglected.

## The product without the matrix

$A$ has dimension $N=ov$ and $N^2$ elements. An iterative solver needs the action of $A$ on a few vectors, which follows from the potential $v_1$ without forming $A$.

Let $C_o$ and $C_v$ hold the occupied and virtual orbital coefficients, and reshape $X$ as an $o\times v$ matrix. Define

$$
D=C_oXC_v^T+C_vX^TC_o^T .
$$

Each of the two terms has the density $\sum_{ia}X_{ia}\phi_i\phi_a$. Their sum therefore has the density $n_1=2\sum_{ia}X_{ia}\phi_i\phi_a$, and no further spin factor is needed. With the Coulomb matrix $J[D]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)D_{\lambda\sigma}$,

$$
(AX)_{ia}=\Delta_{ia}X_{ia}+\big(C_o^TJ[D]C_v\big)_{ia}
+\sum_g w_g\,\phi_i(g)f(g)n_1(g)\phi_a(g),
$$

where $g$ runs over grid points with weights $w_g$. A hybrid functional would need an additional exchange contribution, which this formula does not contain.

Two tests guard the signs and factors. The product is compared with a matrix built element by element; the largest discrepancy is $1.8\times10^{-15}$ Ha. The coupling is also compared with a central finite difference of the Kohn-Sham potential under a density-matrix change proportional to $D$. That discrepancy is $4.2\times10^{-10}$ Ha. The second test would expose a wrong kernel $f$, or a wrong prefactor of the grid term relative to $D$, shared by the product and the explicit matrix. The spin factor 2 that relates $D$ to $X$ enters both sides of this test and rests on the derivation of $n_1$ above.

## Projection and residual

Let the columns of $V$ be $m$ orthonormal search vectors, and store $W=AV$. Seek an approximate eigenvector $x=Vy$ by requiring the residual

$$
r=Ax-\theta x
$$

to be orthogonal to the search space. Since $V^TV=1$, the condition $V^Tr=0$ becomes

$$
(V^TW)y=\theta y .
$$

This is an $m\times m$ symmetric eigenvalue problem. The numbers $\theta$ are Ritz values and the vectors $x$ are Ritz vectors. The residual costs no new product, because $r=Wy-\theta Vy$.

To see what a small residual proves, expand a normalized $x$ in the orthonormal eigenvectors $u_n$ of $A$, with coefficients $c_n$ and eigenvalues $\lambda_n$:

$$
\|r\|^2=\sum_n(\lambda_n-\theta)^2c_n^2
\ge\min_n(\lambda_n-\theta)^2 .
$$

The inequality uses $\sum_nc_n^2=1$. Hence some eigenvalue lies within $\|r\|$ of $\theta$. The bound does not tell which eigenvalue it is, and it says nothing about eigenvalues below $\theta$ that were not found.

## The gap preconditioner

Suppose the desired eigenvector is $u=x+t$ with $t$ orthogonal to $x$, and $Au=\lambda u$. Subtract $\theta u$ from both sides and use $(A-\theta)x=r$:

$$
(A-\theta)t=-r+(\lambda-\theta)(x+t).
$$

The last term is of second order in $t$. Indeed, $x=u-t$ and $(A-\lambda)u=0$, so

$$
\theta-\lambda=x^T(A-\lambda)x=t^T(A-\lambda)t .
$$

Dropping that term suggests $(A-\theta)t=-r$. Solving this equation with the full matrix would be useless: its solution is $t=-x$, which lies in the search space already. The reason is that $A-\theta$ is nearly singular along $u$, and its inverse magnifies the small dropped term to order one.

Davidson's method replaces $A$ in this equation by a diagonal approximation. Here that approximation is $\Delta$:

$$
(\Delta-\theta)t=-r
\quad\Longrightarrow\quad
t_{ia}=\frac{r_{ia}}{\theta-\Delta_{ia}} .
$$

The part of $t$ already in $V$ is then projected out. An overall sign of $t$ does not affect the search space, but the relative signs of its components do.

The division has a simple meaning. If a configuration with a large gap has an error $\eta$ in $x$, the diagonal part of $A-\theta$ contributes about $(\Delta_{ia}-\theta)\eta$ to the residual. Dividing by $\theta-\Delta_{ia}$ gives $-\eta$, the needed correction. Without the division, high-gap errors are overweighted. With $\eta$ now the whole error vector, the residual also contains $(K\eta)_{ia}$, the coupling to the errors in all configurations. The estimate is good when this term is small compared with $(\Delta_{ia}-\theta)\eta_{ia}$, which a small diagonal element $K_{ia,ia}$ alone does not ensure. It is poor where the diagonal term is small, that is for configurations nearly degenerate with the root. These are best placed in the initial space, where the projected eigenvalue problem treats their coupling in full.

## Algorithm

The input is a set of guesses, the number $k$ of roots, a residual tolerance, and a maximum space size.

```text
V = orthonormalized guesses
W = A V                          matrix-free products
repeat:
    solve (V^T W) y = theta y
    take the k lowest pairs, or all if fewer exist
    X = V Y;  R = W Y - X diag(theta)
    if k pairs exist and every residual norm < tolerance:
        return theta, X
    if the corrections would overfill the space:
        Yk = the 2k lowest projected eigenvectors, or all
        V = V Yk;  W = W Yk
    for each unconverged pair:
        d = theta - Delta
        replace |d| < d_min by d_min, keeping the sign
        t = r / d, element by element
        normalize t; project it against V
        if its remaining norm is not negligible:
            normalize, project again, normalize
            append t to V
    if no vector was appended: report failure
    append A times the new vectors to W
```

The run below uses $d_{\min}=10^{-3}$ Ha, a residual tolerance of $10^{-6}$ Ha and a maximum of 80 search vectors. The second projection removes overlap left by rounding in the first. Collapsing the space needs no new product, because $A(VY_k)=WY_k$.

## Cost

With $m$ search vectors, $V$ and $W$ take $2mN$ numbers, against $N^2$ for the explicit matrix. This saves memory only when $m<N/2$, so the saving belongs to large $N$; in the small example below, 80 vectors would take more storage than $A$ itself. Orthogonalizing one new vector costs of order $mN$ operations, and the projected eigenvalue problem costs of order $m^3$.

In one product, the grid part costs of order $N_gov$ for $N_g$ points: the occupied orbitals are contracted with $X$, multiplied pointwise by virtual orbitals and summed, and the result is projected back. The Coulomb part costs of order $n_b^4$ if all two-electron integrals are contracted without screening or factorization. Storing those integrals can itself be a memory limit, so "matrix-free" here refers to $A$, not to every intermediate quantity.

## Why symmetry confines the search

Let $\mathcal S$ be the smallest space that contains the guesses and is mapped into itself by both $A$ and $\Delta$. In exact arithmetic, the search space stays inside $\mathcal S$. The proof is by induction over the cycles:

1. The initial $V$ lies in $\mathcal S$, since orthonormalization forms linear combinations of guesses.
2. If $V$ lies in $\mathcal S$, so does each $x=Vy$, and so does $r=Ax-\theta x$.
3. The preconditioner is a function $g(\Delta)$, including the rule for small denominators. On the finite set of distinct gaps, any function can be interpolated by a polynomial. Hence $g(\Delta)r$ is a combination of $r,\Delta r,\Delta^2r,\ldots$ and stays in $\mathcal S$.
4. Projection, normalization and collapse form linear combinations within $\mathcal S$.

An eigenvector orthogonal to $\mathcal S$ therefore never enters the search.

Symmetry makes $\mathcal S$ smaller than the full space when the guesses leave out a sector; guesses that mix all sectors can generate the whole space. Let $P$ project onto one symmetry sector, with $PA=AP$ and $P\Delta=\Delta P$. If a vector satisfies $Pz=z$, then $P(Az)=APz=Az$, and likewise for $\Delta z$. Guesses from this sector cannot generate vectors outside it.

For an atom, inversion gives a direct example. An $s\to p$ product is odd and an $s\to d$ product is even. The spherical ground-state density gives an even $f$, and the Coulomb interaction is unchanged when both coordinates are inverted. The integrand coupling an odd product to an even one thus changes sign under inversion, and $K$ vanishes between them. Reflections in the three coordinate planes divide the matrix further. In the example, the largest computed element between different reflection classes is $1.2\times10^{-17}$ Ha.

Reflection labels do not exhaust rotational symmetry. An $s\to s$ and an $s\to d_{z^2}$ excitation have the same three reflection parities but different angular momenta, and they do not couple in a spherical atom. A guess list that covers every reflection class can still omit an angular-momentum sector.

## When the lowest gaps are bad guesses

A simple prescription takes the $k$ configurations with the lowest gaps as guesses for $k$ roots. It ranks configurations by $\Delta$, whereas the answer is ranked by the eigenvalues of $\Delta+K$.

Consider two configurations of different symmetry, with gaps $\Delta_1<\Delta_2$ and diagonal couplings $K_1,K_2$. The eigenvalues are $\Delta_1+K_1$ and $\Delta_2+K_2$. If

$$
K_1-K_2>\Delta_2-\Delta_1,
$$

the second root is lower. Starting from the first configuration alone, the solver finds $\theta=\Delta_1+K_1$ with zero residual and stops. It has found a true eigenvector and missed the lowest one.

Degeneracy brings a related danger. A $d_{xy}$ guess and a $d_{yz}$ guess belong to different reflection classes, so one cannot generate the other. If a guess list cuts through a degenerate gap shell, later cycles need not restore the omitted components.

## Strontium example

Strontium suits this question because its lowest $5s\to d$ and $5s\to p$ gaps are close while their symmetries differ. The calculation uses Slater exchange with VWN correlation and the def2-TZVP basis restricted to $s,p,d$ shells, with its effective core potential. There are 5 occupied and 28 virtual orbitals, so $N=5\times28=140$. Full diagonalization is feasible and supplies the reference.

The lowest levels, in hartree, are:

| Character | Degeneracy | Gap | TDA root |
|---|---:|---:|---:|
| $5s\to d$ | 5 | 0.0836 | 0.0906 |
| $5s\to p$ | 3 | 0.0862 | 0.1138 |
| $5s\to s$ | 1 | 0.1633 | 0.1747 |
| $5s\to d$ | 5 | 0.2032 | 0.1927 |

The lowest root corresponds to 2.46 eV. These are results of this functional and basis, and they are not converged in the basis to the digits shown. In larger uncontracted $s,p,d$ bases with diffuse functions, the $d$ root moves to 0.0902 Ha (2.45 eV), the $p$ root to 0.1112 Ha and the $s$ root to about 0.131 Ha, and the fourth level becomes a $p$ level. The order of the two lowest levels is unchanged. The $5s$ energy is $-0.1336$ Ha, so the last two gaps lead to virtual orbitals of positive energy. A compact basis describes such diffuse orbitals poorly, and a positive energy in it does not show that the orbital is unbound in a complete basis. Their roots serve here as matrix eigenvalues rather than predictions of excited states.

**A well-seeded run.** Eight roots are requested, from at least 16 guesses. Closing the last degenerate gap shell raises the number to 17. The largest residual over the eight roots falls as follows:

| Cycle | Search vectors | Largest residual / Ha |
|---:|---:|---:|
| 1 | 17 | $6.1\times10^{-2}$ |
| 2 | 25 | $7.2\times10^{-3}$ |
| 3 | 33 | $6.5\times10^{-5}$ |
| 4 | 41 | $4.0\times10^{-7}$ |

The product count is $17+3\times8=41$. The same iteration without the preconditioner needs 80 products, so division by the gap differences saves about half of them here. The gaps are not the diagonal of $A$: the largest $|A_{ia,ia}-\Delta_{ia}|$ over the whole matrix is 0.082 Ha. The eight eigenvalues agree with full diagonalization within the asserted $10^{-8}$ Ha.

**A symmetry-limited run.** Now six roots are requested from the three $5s\to5p$ guesses. The solver returns

$$
0.1138\ (\text{three times}),\qquad
0.2270\ (\text{three times})\quad\text{Ha}.
$$

The six lowest eigenvalues are instead 0.0906 Ha five times and 0.1138 Ha once. Five of the six are missed, including the lowest root of the matrix. The largest residual is nevertheless $1.5\times10^{-7}$ Ha, well below the tolerance.

The returned values agree with the lowest six eigenvalues of the matrix restricted to the reflection classes of the guesses. The missed eigenvectors have projections of norm at most $2.6\times10^{-11}$ on the final search space. These two tests identify symmetry confinement, not slow convergence, as the cause. The second triplet of values also lies above the $s$ root and the second $d$ level, so asking for more roots made the solver climb within its sector instead of filling the gaps in the spectrum.

**The lowest-gap prescription.** For each $k$ from 1 to 10, using the $k$ lowest gaps as guesses for $k$ roots misses nothing. Strontium in this model is thus not an example of failure by reordering. The table shows why: the first four levels have the same order and degeneracies before and after coupling. The lowest $d$ level moves up by $0.090560-0.083645=0.0069$ Ha, and the $p$ level by $0.113758-0.086219=0.0275$ Ha. Coupling widens their separation. Had the $p$ gap been slightly the lower one, with similar shifts, the order would have reversed and three lowest-gap guesses would have missed the $d$ roots. The success depends on this spectrum and does not validate the prescription in general.

## Safeguards and numerical stability

Use more guesses than roots, and include every member of a degenerate gap shell. When symmetry labels are available, solve each sector separately and merge the sorted results. Each sector still needs enough roots: one root per sector does not guarantee the lowest $k$ overall.

Random guesses are useful when labels are missing or incomplete. In the example, six random vectors with components weighted by $\Delta_{ia}^{-3}$ are added to the three $p$ guesses. The weighting favours low excitations. All six lowest roots are recovered with 34 products.

Several random vectors are preferable to one. In a search driven by powers of $A$ alone, a single start vector $z$ supplies one direction in each degenerate eigenspace: if $P_\lambda$ projects on that eigenspace, then $P_\lambda A^qz=\lambda^qP_\lambda z$ for every power $q$. The gap preconditioner can supply further directions, but not reliably. In the example, one random vector added to the $p$ guesses left some of the six roots missed in all of 25 draws, three vectors in 15 of 25, and five or six vectors in none. Use at least as many random vectors as the degeneracy of the level that may be missing.

Rounding can also break the confinement. A small residual or projected correction is a difference of much larger terms, so its rounding error, which may contain a forbidden symmetry, is large relative to its norm. Normalization then scales that error up together with the vector. Longer runs might therefore let a missing root appear late. In the symmetry-limited run, tightening the tolerance to $10^{-13}$ Ha raises the projection of the missed eigenvectors on the search space to about $10^{-6}$, but all five roots remain missed. Such an appearance would depend on arithmetic details and should not replace proper guesses.

Two other failures need separate handling. A vanishing denominator can produce an unbounded correction, hence $d_{\min}$. A correction that disappears on projection gives no new direction; if this happens to all corrections before convergence, the code must report failure instead of returning the current values.

Finally, repeat a calculation with a larger and more varied guess set when completeness matters. Agreement is evidence, not proof, since both sets may omit the same sector. For small matrices, full diagonalization settles the question, and the numerical check uses it for that purpose.

## Table of computed values

```
basis functions 33, occupied 5, virtual 28
Tamm-Dancoff dimension: 140
5s orbital energy: -0.133634 Ha
product error, free vs explicit: 1.8e-15 Ha
coupling error, finite difference: 4.2e-10 Ha
largest element between parity classes: 1.2e-17 Ha
largest |A_ii - gap|: 0.0819 Ha
lowest gap levels (energy, degeneracy, character):
  0.083645 Ha, x5, 5s->d weight 1.0000
  0.086219 Ha, x3, 5s->p weight 1.0000
  0.163311 Ha, x1, 5s->s weight 1.0000
  0.203177 Ha, x5, 5s->d weight 1.0000
lowest exact TDA levels:
  0.090560 Ha, x5, 5s->d weight 0.9999
  0.113758 Ha, x3, 5s->p weight 0.9968
  0.174722 Ha, x1, 5s->s weight 0.9991
  0.192727 Ha, x5, 5s->d weight 1.0000
lowest exact root: 2.4643 eV
well-seeded run: 8 roots, 17 guesses
  cycle 1: space 17, max residual 6.1e-02 Ha
  cycle 2: space 25, max residual 7.2e-03 Ha
  cycle 3: space 33, max residual 6.5e-05 Ha
  cycle 4: space 41, max residual 4.0e-07 Ha
cycles in total: 4
products with / without preconditioner: 41 / 80
5p-only guesses: 3 guesses, 6 roots requested
  returned (Ha): 0.11376 0.11376 0.11376 0.22701 0.22701 0.22701
  true lowest (Ha): 0.09056 0.09056 0.09056 0.09056 0.09056 0.11376
  max residual 1.5e-07 Ha, missed roots 5
  missed-root overlap with search space: 2.6e-11
with 6 random guesses added: missed 0, products 34
k lowest gaps as guesses for k roots:
  k=1: missed 0, lowest returned 0.090560 Ha
  k=2: missed 0, lowest returned 0.090560 Ha
  k=3: missed 0, lowest returned 0.090560 Ha
  k=4: missed 0, lowest returned 0.090560 Ha
  k=5: missed 0, lowest returned 0.090560 Ha
  k=6: missed 0, lowest returned 0.090560 Ha
  k=7: missed 0, lowest returned 0.090560 Ha
  k=8: missed 0, lowest returned 0.090560 Ha
  k=9: missed 0, lowest returned 0.090560 Ha
  k=10: missed 0, lowest returned 0.090560 Ha
```
